# Twisting coordinates of D2d tetrakis(amides): achiral S4 versus chiral D2

## The decision

Suppose a geometry optimization of a tetrakis(amide) \(M(\mathrm{NR_2})_4\) starts from a \(D_{2d}\) structure. If the amides want to twist, which lower symmetry should be imposed, \(S_4\) or \(D_2\)? And must the mirror image be counted as a second conformer? The way the four M–N twists transform fixes the symmetry and the chirality that each twist produces; which twist is favoured also depends on the energy.

I take the \(S_4\) axis as \(z\) and the two \(C_2'\) axes as \(x\) and \(y\). Each N lies on a \(\sigma_d\) plane. With \(q,c>0\), the directions of the bonds are

\[
\begin{aligned}
N_1&=(q,q,c), & N_2&=(-q,-q,c),\\
N_3&=(q,-q,-c), & N_4&=(-q,q,-c).
\end{aligned}
\]

Each \(\mathrm{MNR_2}\) unit is planar with local \(C_{2v}\) symmetry, and in the reference its plane lies either in its \(\sigma_d\) plane or perpendicular to it. The R groups are treated as points. The twist \(\tau_i\) is the right-handed rotation of \(\mathrm{NR_2}\) about the outward unit vector \(\mathbf n_i\) from M to N. In irrep labels, \(B_1\) is even under \(C_2'\) and \(B_2\) is even under \(\sigma_d\).

## One amide: where the sign comes from

Let the unit vector \(\mathbf u_i\perp\mathbf n_i\) give the reference direction of the line joining the two R groups of amide \(i\). After a twist this direction is

\[
\mathbf u_i(\tau_i)=\cos\tau_i\,\mathbf u_i+\sin\tau_i\,\mathbf n_i\times\mathbf u_i .
\]

Apply an orthogonal operation \(g\) of the reference group. A cross product obeys \(g(\mathbf a\times\mathbf b)=\det(g)\,(g\mathbf a)\times(g\mathbf b)\), so

\[
g\,\mathbf u_i(\tau_i)=\cos\tau_i\,(g\mathbf u_i)+\det(g)\sin\tau_i\,(g\mathbf n_i)\times(g\mathbf u_i).
\]

Here \(g\mathbf n_i=\mathbf n_{g(i)}\). Because \(g\) preserves the reference, \(g\mathbf u_i=\pm\mathbf u_{g(i)}\), and the overall sign only exchanges two identical R groups. Comparison with the first formula gives

\[
\tau'_{g(i)}=\det(g)\,\tau_i. \tag{1}
\]

Rotations carry a twist along unchanged; improper operations reverse it.

Limit: a mirror plane containing a single M–N bond sends \(\tau\) to \(-\tau\). The mirror survives only if \(\tau\equiv-\tau\) modulo 180°, the period set by the identical R groups. The allowed values are therefore 0° and 90°, which are the two reference orientations.

## Two amides: sum and difference

Now keep only the upper pair \(N_1,N_2\). The \(C_2\) rotation about \(z\) exchanges them without a sign. The plane containing both bonds fixes each N and reverses both twists. The other plane exchanges them and reverses both twists.

For \((a,a)\), only \(C_2\) survives at small nonzero \(a\): the fragment is chiral. For \((a,-a)\), the exchanging mirror survives, because it sends \((\tau_1,\tau_2)\) to \((-\tau_2,-\tau_1)=(a,-a)\). That fragment is achiral. Equal handedness gives chirality here; with four amides there is a further choice, the relative sign of the two pairs.

## Four amides: the classification

By (1), an N that moves contributes nothing to the trace, and one that stays contributes \(\det(g)\). Only the identity and the \(\sigma_d\) planes leave any N in place; each \(\sigma_d\) fixes two. Thus

\[
\chi_\tau=(4,0,0,0,-2)
\quad\text{for}\quad
(E,\,2S_4,\,C_2,\,2C_2',\,2\sigma_d).
\]

The group has eight elements, so the multiplicity of irrep \(\Gamma\) is

\[
m_\Gamma=\tfrac18\left[1\cdot4\,\chi_\Gamma(E)+2(-2)\,\chi_\Gamma(\sigma_d)\right]
=\tfrac12\left[\chi_\Gamma(E)-\chi_\Gamma(\sigma_d)\right].
\]

The characters under \(\sigma_d\) are \(+1,-1,-1,+1,0\) for \(A_1,A_2,B_1,B_2,E\). The multiplicities are therefore \(0,1,1,0,1\):

\[
\Gamma_\tau=A_2+B_1+E .
\]

To find the coordinates, follow \(S_4:(x,y,z)\to(-y,x,-z)\). It carries \(N_1\to N_4\to N_2\to N_3\to N_1\), and by (1) each step changes the sign of the twist.

- \(A_2\) has character \(+1\) under \(S_4\), so the twist pattern must be unchanged: \(\tau_4=-\tau_1\), \(\tau_2=-\tau_4=\tau_1\), \(\tau_3=-\tau_2\). The pattern is \((a,a,-a,-a)\).
- \(B_1\) has character \(-1\), so the pattern must be reversed: \(-\tau_1=-\tau_4\), and likewise around the cycle. The pattern is \((a,a,a,a)\).
- \(E\) is the orthogonal remainder.

The normalized coordinates are

\[
\begin{aligned}
Q_{A_2}&=\tfrac12(\tau_1+\tau_2-\tau_3-\tau_4),\\
Q_{B_1}&=\tfrac12(\tau_1+\tau_2+\tau_3+\tau_4),\\
Q_{E,a}&=\tfrac1{\sqrt2}(\tau_1-\tau_2),\qquad
Q_{E,b}=\tfrac1{\sqrt2}(\tau_3-\tau_4).
\end{aligned}
\]

## Small twists: the proof

An operation of \(D_{2d}\) survives a small twist if it leaves the twist pattern unchanged. For a one-dimensional irrep, these are the operations with character \(+1\):

\[
\begin{aligned}
A_2:&\quad \{E,S_4,C_2,S_4^3\}=S_4,\\
B_1:&\quad \{E,C_2,C_2'(x),C_2'(y)\}=D_2.
\end{aligned}
\]

No operation outside \(D_{2d}\) can appear at sufficiently small twist. Twisting leaves the \(\mathrm{MN_4}\) core in place, so every symmetry of the twisted molecule belongs to the finite symmetry group of the core. Each core operation outside \(D_{2d}\) takes the reference to a structure a finite distance away. There are only finitely many such operations, so a sufficiently small twist cannot close any of these gaps.

The group \(S_4\) contains an improper operation \(s\). Since \(s=r\sigma\) for some rotation \(r\) and reflection \(\sigma\), the rotation \(r\) brings the mirror image onto the original: the structure is achiral. Conversely, if a rotation \(r\) superposed the mirror image \(\sigma X\) on \(X\), then \(r\sigma\) would be an improper symmetry of \(X\). The group \(D_2\) has none, so the \(B_1\)-twisted structure is chiral. This completes the proof for small nonzero twists.

The two signs of a twist now have different meanings. A \(C_2'\) rotation reverses \(Q_{A_2}\), so \(+Q_{A_2}\) and \(-Q_{A_2}\) are the same molecule in another orientation. It leaves \(Q_{B_1}\) unchanged; the two signs of \(Q_{B_1}\) are enantiomers.

In a rigid-rotor count, \(D_2\) has rotational symmetry number 4 and two enantiomers, giving the factor \(2/4\). \(S_4\) has rotational subgroup \(C_2\), symmetry number 2 and no separate enantiomer, giving \(1/2\). The factors agree, provided both enantiomers are counted for \(D_2\).

The same result can be read from a pseudoscalar \(P\), a quantity that changes sign under improper operations. Its characters are \(\det(g)=(1,-1,1,1,-1)\), which is \(B_1\). Along the \(A_2\) line, invariance under \(S_4\) forces \(P=-P=0\). Along the \(B_1\) line \(P\) is odd and may start linearly.

### The E twists and mixtures

The pattern \((a,-a,0,0)\) keeps the mirror containing \(N_3,N_4\), which exchanges \(N_1,N_2\) with a sign: the group is \(C_s\). The pattern \((a,-a,a,-a)\) keeps \(C_2'(x)\), which carries \(N_1\to N_3\) and \(N_2\to N_4\): the group is \(C_2\), which is chiral. Unequal nonzero magnitudes in the two pairs leave \(C_1\). Mixing \(A_2\) and \(B_1\) leaves the operations common to their two groups, \(\{E,C_2\}\), so adding any small \(B_1\) part to an \(A_2\) twist makes the molecule chiral.

## Large twists: the condition that is needed

A finite \(A_2\) twist keeps \(S_4\) at every amplitude, so it remains achiral. At 90° the amides reach the other reference orientation and \(D_{2d}\) returns.

For a \(B_1\) twist of common angle \(\theta\), suppose first that the \(\mathrm{MN_4}\) core is a distorted tetrahedron whose own symmetry is \(D_{2d}\). Any improper symmetry must belong to that group, and by (1) it sends \(\theta\) to \(-\theta\). It survives if \(2\theta\) is a multiple of 180°. The structure is chiral except at multiples of 90°.

A regular tetrahedral core behaves differently, because \(x\) and \(y\) can then also serve as \(S_4\) axes. Take the reference with \(\mathrm{NR_2}\) in \(\sigma_d\), where \(\mathbf u_1\) is the projection of \(z\) perpendicular to \(\mathbf n_1\). The projections of \(x,y,z\) are 120° apart around \(\mathbf n_1=(1,1,1)/\sqrt3\), in right-handed order. From \(z\), the \(y\) projection lies at \(-120°\equiv+60°\), and the \(x\) projection at \(+120°\equiv-60°\). The \(C_2\) rotations carry these shifts unchanged to the other bonds. Hence

\[
\theta_y=\theta-60^\circ,\qquad \theta_x=\theta+60^\circ \pmod{180^\circ}. \tag{2}
\]

The improper operations belonging to each axis reverse the angle measured from that axis. Written in terms of \(\theta\), they give \(\theta\to-\theta+60^\circ k\) with integer \(k\). These cover all twelve improper operations of the tetrahedron, four for each axis. An improper symmetry exists when

\[
\theta\equiv-\theta+60^\circ k \pmod{180^\circ}
\quad\Longleftrightarrow\quad
\theta=30^\circ\times\text{integer}.
\]

So with a regular core the \(B_1\) twist returns to an achiral \(D_{2d}\) structure every 30°. The general statement that \(B_1\) twisting gives chiral \(D_2\) must exclude these angles.

### How far from the mirror image?

Place the mirror image on the original so that the regular cores coincide. Corresponding amides then differ by the angle \(2(\theta-30^\circ k)\). An R atom at distance \(\rho\) from the M–N axis is displaced by the chord \(2\rho|\sin(\theta-30^\circ k)|\). Eight of the 13 atoms move, so the root-mean-square distance is

\[
\Delta(\theta)=2\rho\sqrt{\tfrac8{13}}\;\min_k|\sin(\theta-30^\circ k)|. \tag{3}
\]

This construction by itself gives an upper bound on the smallest distance. A numerical search over rotations and all 384 atom permutations that preserve the bonds, with M held in common, agreed with (3) at every 5° from 0° to 90°.

For N–C = 1.45 Å and a C–N–C angle of 112°, \(\rho=1.45\sin56^\circ=1.202\) Å. At 15°,

\[
\Delta=2(1.202)(0.7845)(0.2588)=0.488\ \text{Å},
\]

which is the largest value on the regular-core path. At 30° it is zero. If the \(N_1\)–M–\(N_2\) angle is opened from 109.47° to 115°, with bond lengths fixed, the distance at 30° from the in-plane reference becomes 0.213 Å (0.198 Å at 30° from the perpendicular one). The point group is then \(D_2\), as the distorted-core argument requires.

### A zero pseudoscalar is not enough

Consider, with \(\mathbf r_{ij}=\mathbf n_i-\mathbf n_j\),

\[
P=\sum_{i<j}(\mathbf u_i\!\cdot\!\mathbf r_{ij})
(\mathbf u_j\!\cdot\!\mathbf r_{ij})
[(\mathbf u_i\!\times\!\mathbf u_j)\!\cdot\!\mathbf r_{ij}],
\]

where \(\mathbf u_i\) denotes the twisted direction. Each direction enters quadratically, so for a common twist \(P\) contains only the harmonics \(0,2,4\) of \(\theta\). In a regular core, threefold rotations make \(P\) periodic in 60°, which permits only harmonics that are multiples of 6. The constant is all that remains, and oddness removes it. This \(P\) vanishes although the molecule at 15° is chiral. For the 115° core, starting from the reference with \(\mathrm{NR_2}\) in \(\sigma_d\), its initial slope is 0.22 per radian of common twist.

## From symmetry to energy

Symmetry does not decide which twist lowers the energy, but it simplifies the question. The mirror through \(N_i\) reverses \(\tau_i\) when the other twists are zero. The energy is then even in \(\tau_i\), and its first derivative vanishes. A search started exactly at \(D_{2d}\) feels no twisting force, even at a saddle. With all other coordinates frozen, no irrep occurs twice among the twists, so the quadratic energy is

\[
V=V_0+\tfrac12K_{A_2}Q_{A_2}^2+\tfrac12K_{B_1}Q_{B_1}^2
+\tfrac12K_E(Q_{E,a}^2+Q_{E,b}^2).
\]

In a full optimization each of these species also occurs among the other vibrations (of the 33 modes of the 13-point structure, \(A_2\) appears two or three times, \(B_1\) three or four times and \(E\) eight times, depending on the reference), and the twists can mix with them. As a model, I use Lennard-Jones interactions between methyl points on different amides, with \(\varepsilon=0.80\) kJ/mol, \(\sigma=3.80\) Å, M–N = 1.90 Å and a rigid regular core. The curvatures, in kJ/mol/rad², are:

| Reference \(\mathrm{NC_2}\) plane | \(A_2\) | \(B_1\) | \(E\) |
|---|---:|---:|---:|
| in \(\sigma_d\) | −263 | −257 | −107 |
| perpendicular to \(\sigma_d\) | −27 | 181 | 80 |

The references lie 64.6 and 16.3 kJ/mol above the lowest structure found. From the perpendicular reference only the \(A_2\) twist goes downhill. In this model, imposing \(D_2\) near that reference would hold the calculation at a saddle; \(S_4\) is the useful choice.

The \(B_1\) curvatures offer a check on the 30° rule. By (2), the path alternates between the two kinds of reference every 30°, so its energy is a series in \(\cos6\theta,\cos12\theta,\ldots\). Keeping the first term, with amplitude \((64.6-16.3)/2=24.15\) kJ/mol, and using \(Q_{B_1}=2\theta\), gives curvatures \(\mp24.15\times36/4=\mp217\) kJ/mol/rad². The computed pair, −257 and +181, has mean magnitude 219; the asymmetry requires higher harmonics.

All 40 searches from random twists reached the same lowest energy. The best one has group \(S_4\) and the twists \((17.15,-77.15,-77.15,17.15)\) degrees, which do not look like an \(A_2\) pattern. The reason is the choice of axis. Subtracting 60° according to (2) gives

\[
(-42.85,\,-137.15,\,-137.15,\,-42.85)^\circ
\equiv(-42.85,\,42.85,\,42.85,\,-42.85)^\circ .
\]

The pairs exchanged by \(C_2(y)\) are \(N_1,N_4\) and \(N_2,N_3\). This is a pure \(A_2\) twist about the \(y\) axis, 42.85° from the in-plane reference or 47.15° from the perpendicular one.

## Beside a real precursor

The lengths and angle are rough typical values for tetrakis(dimethylamido)titanium, and 330 K is a rough temperature for a heated precursor. The energy model omits Ti–N electronic bonding effects, methyl hydrogens and relaxation of the core, so its barriers and its preference for \(S_4\) are not predictions for that compound. Real amides also need not stay planar and equivalent. Tilting one \(\mathrm{NC_2}\) plane by 5° in a regular-core \(A_2\) structure twisted by 20° from the in-plane reference moves its distance from the mirror image from zero to 0.037 Å with M held in common (0.034 Å with the centroids superposed). Thermal motion is larger: the twist curvatures at the model's minimum, 16.3, 16.3, 45.9 and 58.0 kJ/mol/rad², give a classical harmonic rms twist of about 19° per bond at 330 K. The six equivalent minima of the model are joined by saddles only 2.1 kJ/mol high, below \(RT=2.7\) kJ/mol, so at that temperature the model is not confined to one \(S_4\) well and the harmonic value is only a guide. The labels \(S_4\) and \(D_2\) therefore describe equilibrium structures; an instantaneous geometry will generally have lower symmetry. The numerical output lists the groups and distances for both cores.

## Calculated quantities

```
M-N, N-C distances (angstrom): 1.90 1.45
C-N-C angle (deg): 112.0
C distance from M-N axis, rho (angstrom): 1.2021
N1-M-N2 angle, regular / distorted core (deg): 109.47 115.00
characters of twists for E,S4,C2,C2',sigma_d: 4 0 0 0 -2
multiplicities: A1 0, A2 1, B1 1, B2 0, E 1
bonded permutations searched: 384
twist(deg) | A2 group | B1 group, chirality distance (angstrom)
regular   core  5 | S4  | D2  0.1644
regular   core 10 | S4  | D2  0.3275
regular   core 15 | S4  | D2  0.4881
regular   core 20 | S4  | D2  0.3275
regular   core 30 | S4  | D2d 0.0000
regular   core 45 | S4  | D2  0.4881
regular   core 60 | S4  | D2d 0.0000
regular   core 90 | D2d | D2d 0.0000
distorted core  5 | S4  | D2  0.1644
distorted core 10 | S4  | D2  0.3275
distorted core 15 | S4  | D2  0.4881
distorted core 20 | S4  | D2  0.3914
distorted core 30 | S4  | D2  0.2133
distorted core 45 | S4  | D2  0.5256
distorted core 60 | S4  | D2  0.1983
distorted core 90 | D2d | D2d 0.0000
group, distorted core, E one component: Cs
group, distorted core, E equal components: C2
group, distorted core, E unequal components: C1
group, distorted core, A2 with B1: C2
pair pseudoscalar B1 slope, distorted core (1/rad): 0.2200
pair pseudoscalar B1 slope, regular core (1/rad): 0.0000
Lennard-Jones epsilon (kJ/mol), sigma (angstrom): 0.80 3.80
regular core, NC2 in sigma_d: curvature A2, B1, E (kJ/mol/rad^2): -263.1 -256.5 -106.5
  energy above lowest structure (kJ/mol): 64.60
regular core, NC2 perp. to sigma_d: curvature A2, B1, E (kJ/mol/rad^2): -26.8 181.2 80.3
  energy above lowest structure (kJ/mol): 16.31
lowest model structure: group S4, found in 40 of 40 searches
  twists from NC2 in sigma_d (deg): 17.15 -77.15 -77.15 17.15
  chirality distance (angstrom): 0.0000
  twist curvatures (kJ/mol/rad^2): 16.3 16.3 45.9 58.0
temperature (K), RT (kJ/mol): 330 2.744
harmonic thermal rms twist per M-N bond (deg): 19.1
A2 twist 20 deg, one NC2 tilted 5 deg: chirality distance (angstrom): 0.0371
```
